\section*{Rashba coefficient from two spin-subband densities and a beat node}

\section*{Problem}

A two-dimensional electron gas occupies one orbital subband of a quantum well. Its two spin subbands hold, at zero magnetic field,
\[
n_-=1.05\times10^{12}\ \mathrm{cm^{-2}},\qquad
n_+=0.95\times10^{12}\ \mathrm{cm^{-2}} .
\]
The effective mass is isotropic and parabolic, $m=0.05\,m_e$, and the $g$-factor is $-4$. Spin splitting at zero field is attributed to the Rashba term alone:
\begin{equation}
H=\frac{\hbar^2k^2}{2m}+\alpha\,(k_y\sigma_x-k_x\sigma_y).
\label{eq:H}
\end{equation}
In a perpendicular field $B$ the resistance oscillations beat. One node of the beat lies at $4.053$ T, and there the oscillations of the two spin subbands are out of step by $3/2$ cycles. Find $|\alpha|$, and decide whether the node agrees with the densities.

\section*{A tempting solution}

The density difference is a small difference of two large numbers, so it seems safer to use the beat, which measures a difference directly. A Landau level of one spin subband holds $eB/h$ electrons per unit area. The number of filled levels is therefore $hn_\pm/(eB)$, and each subband oscillates in $1/B$ with frequency $f_\pm=hn_\pm/e$. Two such oscillations are out of step by $\Delta f/B$ cycles, where $\Delta f=f_--f_+$. At the given node,
\[
\Delta f=\tfrac32\times4.053\ \mathrm T=6.08\ \mathrm T .
\]
Since $h/e$ is $41.36$ T per $10^{12}\ \mathrm{cm^{-2}}$, this means $\Delta n=0.147\times10^{12}\ \mathrm{cm^{-2}}$.

The spin splitting at the Fermi radius $k_F\simeq\sqrt{2\pi n}=0.3545\ \mathrm{nm^{-1}}$, with $n=n_-+n_+$, is $2\alpha k_F$. Multiplied by the density of states per spin, $m/(2\pi\hbar^2)$, it gives $\Delta n$. With $\hbar^2/m=1.524\ \mathrm{eV\,nm^2}$,
\[
\alpha=\frac{\pi\hbar^2\Delta n}{mk_F}
=\frac{\pi(1.524)(0.00147)}{0.3545}\ \mathrm{eV\,nm}
\simeq1.99\times10^{-11}\ \mathrm{eV\,m}.
\]
The stated density difference is $0.100$, not $0.147$, in units of $10^{12}\ \mathrm{cm^{-2}}$. One might blame this on errors of about two per cent in the densities.

\section*{Where it fails}

The fault is the assumption that the zero-field areas alone fix the phase difference at finite field. The last step, from $\Delta n$ to $\alpha$, is sound to leading order in the splitting, as shown below. But Rashba coupling joins Landau states of different orbital index, so the two ladders of levels are not two independent ladders with phases $hn_\pm/(eB)$. At the given node the phase difference is $1.5$ cycles, whereas the areas alone would give $1.02$. The densities must be treated at zero field, and the node with the Landau levels of the full Hamiltonian.

\section*{The coefficient from the densities}

In the basis of $\sigma_z$ the spin term of Eq.~\eqref{eq:H} is
\[
\alpha\begin{pmatrix}0&k_y+ik_x\\k_y-ik_x&0\end{pmatrix}.
\]
Its square is $\alpha^2k^2$ times the unit matrix and its trace is zero, so its eigenvalues are $\pm\alpha k$. Take $\alpha>0$; reversing its sign exchanges the spin states but leaves the energies unchanged, so the densities cannot determine the sign. The bands are
\begin{equation}
E_\pm(k)=\frac{\hbar^2k^2}{2m}\pm\alpha k .
\end{equation}
Set $E_\pm=E_F$, multiply by $2m/\hbar^2$ and define $q=m\alpha/\hbar^2$:
\[
k^2\pm2qk-\frac{2mE_F}{\hbar^2}=0 .
\]
For $E_F>0$ each equation has one positive root,
\begin{equation}
k_\pm=K\mp q,\qquad K=\sqrt{q^2+\frac{2mE_F}{\hbar^2}} .
\label{eq:radii}
\end{equation}
The lower band has the larger circle. Each band has one spin state per $k$, so
\[
n_\pm=\frac{\pi k_\pm^2}{(2\pi)^2}=\frac{k_\pm^2}{4\pi},
\qquad k_\pm=\sqrt{4\pi n_\pm}.
\]
Subtracting the radii removes the unknown Fermi energy: $k_--k_+=2q=2m\alpha/\hbar^2$. Hence
\begin{equation}
\boxed{\;|\alpha|=\frac{\hbar^2}{2m}(k_--k_+)
=\frac{\hbar^2}{m}\sqrt\pi\left(\sqrt{n_-}-\sqrt{n_+}\right)\;}
\label{eq:alpha}
\end{equation}

For the given densities $k_-=0.36324$ and $k_+=0.34551\ \mathrm{nm^{-1}}$. Half their difference is $q=0.008865\ \mathrm{nm^{-1}}$, and
\[
|\alpha|=1.524\times0.008865\ \mathrm{eV\,nm}
=1.35\times10^{-11}\ \mathrm{eV\,m},
\]
or $9.38\times10^{-3}$ Hartree atomic units (hartree times bohr).

Equation~\eqref{eq:radii} also gives
\begin{align}
n&=\frac{(K+q)^2+(K-q)^2}{4\pi}=\frac{K^2+q^2}{2\pi},\label{eq:n}\\
\Delta n&=\frac{(K+q)^2-(K-q)^2}{4\pi}=\frac{Kq}{\pi}.\label{eq:dn}
\end{align}
From Eq.~\eqref{eq:n}, $K^2=2\pi n-q^2$, and therefore
\[
E_F=\frac{\hbar^2(K^2-q^2)}{2m}=\frac{\hbar^2(\pi n-q^2)}{m}=95.6\ \mathrm{meV}.
\]
This is positive, as assumed. For $E_F<0$ the upper band would be empty and the lower band would fill a ring, so Eq.~\eqref{eq:alpha} would not apply. The splitting at $K$ is $2\alpha K=9.6$ meV.

Equation~\eqref{eq:dn} can be written $\alpha=\pi\hbar^2\Delta n/(mK)$. Replacing $K$ by $\sqrt{2\pi n}$ neglects only the $q^2$ in $K^2$, a relative change of about $q^2/(4\pi n)=3\times10^{-4}$. This confirms the last step of the tempting solution and leaves its $\Delta n$ as the culprit.

The worry about small differences was nevertheless justified. Varying $n_-$ alone in Eq.~\eqref{eq:alpha} gives
\[
\frac{\delta\alpha}{\alpha}
=\frac{\sqrt{n_-}}{2(\sqrt{n_-}-\sqrt{n_+})}\frac{\delta n_-}{n_-}
\simeq10\,\frac{\delta n_-}{n_-}.
\]
A $1\%$ increase of $n_-$, with $n_+$ fixed, raises $\alpha$ to $1.49\times10^{-11}\ \mathrm{eV\,m}$. The beat is worth using, provided that its phase is right.

\section*{The Landau levels}

Let the electron charge be $-e$ and let $B$ point along $+z$. Replace $\hbar\mathbf k$ by $\boldsymbol\Pi=\mathbf p+e\mathbf A$ and add the Zeeman term $\tfrac12g\mu_BB\sigma_z$. With $l^2=\hbar/(eB)$,
\[
[\Pi_x,\Pi_y]=-i\hbar eB=-\frac{i\hbar^2}{l^2},\qquad
a=\frac{l}{\sqrt2\,\hbar}(\Pi_x-i\Pi_y).
\]
Then $[a,a^\dagger]=(l^2/2\hbar^2)\,2i[\Pi_x,\Pi_y]=1$, and
\[
a^\dagger a=\frac{l^2}{2\hbar^2}\left(\Pi^2-i[\Pi_x,\Pi_y]\right)
=\frac{l^2\Pi^2}{2\hbar^2}-\frac12 .
\]
The kinetic energy is thus $\hbar\omega_c(a^\dagger a+\tfrac12)$, with $\hbar\omega_c=\hbar^2/(ml^2)=\hbar eB/m$.

Write $\sigma_x=\sigma_++\sigma_-$ and $\sigma_y=-i(\sigma_+-\sigma_-)$, where $\sigma_+$ turns $\downarrow$ into $\uparrow$. The Rashba term becomes
\begin{align*}
\frac{\alpha}{\hbar}(\Pi_y\sigma_x-\Pi_x\sigma_y)
&=\frac{\alpha}{\hbar}\left[\sigma_+(\Pi_y+i\Pi_x)+\sigma_-(\Pi_y-i\Pi_x)\right]\\
&=\frac{\sqrt2\,\alpha}{l}\left(i\sigma_+a-i\sigma_-a^\dagger\right).
\end{align*}
It couples $|N,\downarrow\rangle$ to $|N-1,\uparrow\rangle$ and to no other state. Their uncoupled energies are
\[
\hbar\omega_c(N+\tfrac12)-\tfrac12g\mu_BB,\qquad
\hbar\omega_c(N-\tfrac12)+\tfrac12g\mu_BB .
\]
The mean is $\hbar\omega_cN$. Half the difference is $\hbar\omega_c\delta$, where $\mu_BB/(\hbar\omega_c)=m/(2m_e)$ gives
\begin{equation}
2\delta=1-\frac{gm}{2m_e}.
\end{equation}
The coupling has magnitude $\sqrt{2N}\,\alpha/l=\hbar\omega_c\sqrt{2N}\,ql$. The state $|0,\downarrow\rangle$ has no partner and keeps the energy $\hbar\omega_c\delta$; it is the $N=0$ member of the upper branch below. For $N\ge1$ the two-by-two block has the energies
\begin{equation}
\frac{E}{\hbar\omega_c}=N\pm\sqrt{\delta^2+2q^2l^2N}.
\label{eq:ll}
\end{equation}

\section*{The phase difference and the nodes}

Hold $E_F$ at its zero-field value and set $\epsilon=E_F/(\hbar\omega_c)=l^2(K^2-q^2)/2$. Treat $N$ as continuous and ask where each branch crosses $E_F$. Squaring Eq.~\eqref{eq:ll} gives
\[
N^2-2(\epsilon+q^2l^2)N+\epsilon^2-\delta^2=0 .
\]
At $N=\epsilon$ the left side is $-2q^2l^2\epsilon-\delta^2<0$, so $\epsilon$ lies between the roots: the smaller root $N_+$ belongs to the upper branch and the larger root $N_-$ to the lower. Their sum is
\[
N_-+N_+=2\epsilon+2q^2l^2=l^2(K^2+q^2)=2\pi l^2n=\frac{f_-+f_+}{B}.
\]
The discriminant gives their difference:
\begin{align*}
(N_--N_+)^2&=4\left[(\epsilon+q^2l^2)^2-\epsilon^2+\delta^2\right]\\
&=4\left[2\epsilon q^2l^2+q^4l^4+\delta^2\right]\\
&=4\left[l^4q^2(K^2-q^2)+q^4l^4+\delta^2\right]\\
&=4l^4q^2K^2+4\delta^2 .
\end{align*}
By Eq.~\eqref{eq:dn}, $\Delta f/B=2\pi l^2\Delta n=2l^2Kq$. Hence
\begin{equation}
(N_--N_+)^2=\left(\frac{\Delta f}{B}\right)^2+(2\delta)^2 .
\label{eq:phase}
\end{equation}

A level passes through $E_F$ whenever $N_-$ or $N_+$ is an integer. The first harmonics are $\cos2\pi N_\pm$ and, for equal amplitudes, add to
\[
2\cos[\pi(N_-+N_+)]\cos[\pi(N_--N_+)] .
\]
The first factor is the rapid oscillation and the second its envelope. Nodes occur at $N_--N_+=j+\tfrac12$, with $j=0,1,2,\ldots$:
\begin{equation}
\boxed{\;\left(j+\tfrac12\right)^2=\left(\frac{\Delta f}{B}\right)^2+(2\delta)^2\;}
\label{eq:nodes}
\end{equation}

The tempting solution dropped $(2\delta)^2$. This term is not mainly a Zeeman effect: it equals $1$ even for $g=0$, because the coupled states differ by one orbital quantum. Without Rashba coupling and with $g=0$, the phase difference is one full cycle, which leaves the oscillations in step and is invisible. With Rashba coupling the two contributions add in squares, so the unit can no longer be discarded as a whole cycle.

\section*{The node agrees}

Here $2\delta=1+4(0.05)/2=1.10$. The given node has $j=1$, and Eq.~\eqref{eq:nodes} yields
\[
\Delta f=4.053\sqrt{1.5^2-1.10^2}\ \mathrm T=4.13\ \mathrm T .
\]
The densities give $f_--f_+=43.425-39.289=4.136$ T. The node and the densities agree, and the answer remains $|\alpha|=1.35\times10^{-11}\ \mathrm{eV\,m}$.

The node field itself comes from a numerical model. The Hamiltonian was diagonalised in oscillator states, with $\alpha$ and $E_F$ taken from the densities, so the agreement tests Eq.~\eqref{eq:nodes} rather than measured data. The first harmonic of the levels near $E_F$ was formed with a Gaussian energy window of standard deviation $\hbar\omega_c$, and its minima were located in $B$. They lie at $4.053$, $1.842$, $1.245$ and $0.948$ T for $j=1$ to $4$; Eq.~\eqref{eq:nodes} gives $4.055$, $1.842$, $1.245$ and $0.948$ T. The last digit of the $j=1$ value depends on the window: it moves from $4.054$ to $4.047$ T as the standard deviation grows from $0.7$ to $2\,\hbar\omega_c$, approaching Eq.~\eqref{eq:nodes} as the window narrows. The minima keep about $2\%$ of the in-phase amplitude, so they are not exact zeros. There is no $j=0$ node, since $(1/2)^2$ is smaller than $(2\delta)^2$.

If $g$ is unknown, two nodes eliminate it. Subtracting Eq.~\eqref{eq:nodes} for $j=1$ from that for $j=2$ gives
\[
\Delta f^2=\frac{2.5^2-1.5^2}{1.842^{-2}-4.053^{-2}}\ \mathrm{T^2},
\qquad \Delta f=4.14\ \mathrm T .
\]
With more nodes, $(j+\tfrac12)^2$ plotted against $1/B^2$ is a straight line of slope $\Delta f^2$. A wrong starting index adds a constant and a term proportional to $j+\tfrac12$. The latter is not linear in $1/B^2$, so the plot bends. The bend is modest: with the index one too high, a fitted line misses the four node fields by up to $2.7\%$, and by only $0.6\%$ if the $j=1$ node is absent. The intercept, then $4.8$ or $5.7$ instead of $1.21$, is the clearer warning.

The simple rule assigns $(j+\tfrac12)B=\sqrt{\Delta f^2+(2\delta B)^2}$ to $\Delta f$. It is therefore too large, but improves as $B$ falls. At fixed total density the four nodes would give $1.99$, $1.50$, $1.42$ and $1.39$, in units of $10^{-11}\ \mathrm{eV\,m}$.

The better nodes are also the weaker ones. Averaging $\cos(2\pi E/\hbar\omega_c)$ over the thermal width of the Fermi function requires
\[
\int_{-\infty}^{\infty}\frac{\cos sx}{4\cosh^2(x/2)}\,dx
=\frac{\pi s}{\sinh\pi s},\qquad s=\frac{2\pi k_BT}{\hbar\omega_c}.
\]
This follows from a rectangular contour of height $2\pi$: the double pole at $i\pi$ contributes $2\pi s\,e^{-\pi s}$, and the two long sides give $1-e^{-2\pi s}$ times the integral. A Lorentzian level of half-width $\hbar/(2\tau_q)$ adds its Fourier factor $e^{-\pi/(\omega_c\tau_q)}$. For $T=1.5$ K and a quantum lifetime $\tau_q=0.3$ ps, the product at the four node fields is $0.47$, $0.19$, $0.08$ and $0.03$. At $77$ K the thermal factor alone is $2\times10^{-5}$ at $4.05$ T, so the method needs low temperature.

\section*{What a real well changes}

The parameters are rough values for an InGaAs/InAlAs quantum well. One assumption that fails there is the parabolic band. For a general isotropic $\varepsilon(k)$ and constant $\alpha$, equating the two Fermi energies gives
\[
\varepsilon(k_-)-\alpha k_-=\varepsilon(k_+)+\alpha k_+,
\qquad
\alpha=\frac{\varepsilon(k_-)-\varepsilon(k_+)}{k_-+k_+}.
\]
Expanding about the mean radius $K$, the numerator is $(k_--k_+)\varepsilon'(K)$ to leading order. Equation~\eqref{eq:alpha} then survives with $m$ replaced by the Fermi-level mass $\hbar^2K/\varepsilon'(K)$. Take $\varepsilon(1+\varepsilon/E_g)=\hbar^2k^2/(2m_0)$ with $E_g=0.8$ eV. If $0.05\,m_e$ is the Fermi-level mass, $\alpha$ stays at $1.35\times10^{-11}\ \mathrm{eV\,m}$. If it is the band-edge mass $m_0$, the Fermi-level mass is $0.061\,m_e$ and $\alpha$ falls by $18\%$ to $1.11\times10^{-11}\ \mathrm{eV\,m}$. Here $\varepsilon$ is counted from the subband bottom. If $m_0$ is the bulk band-edge mass, the squared confinement wave number must be added to $k^2$; for the $10$ nm well described below this gives roughly $0.065\,m_e$ and a fall of $23$--$24\%$.

The crystal's lack of inversion symmetry adds a Dresselhaus term. In a well grown along $[001]$ its linear part is $\beta(k_y\sigma_y-k_x\sigma_x)$. Alone, it splits the bands by $2\beta k$, so the densities cannot distinguish it from Rashba coupling. Its size is $\beta=\gamma\langle k_z^2\rangle$. A symmetric well $10$ nm wide with $0.5$ eV barriers, solved by finite differences, and a rough $\gamma=0.027\ \mathrm{eV\,nm^3}$ give $\beta=1.4\times10^{-12}\ \mathrm{eV\,m}$. The cubic part is $\gamma(k_xk_y^2\sigma_x-k_yk_x^2\sigma_y)$. With both parts included, $\alpha$ and $E_F$ were adjusted numerically until the Fermi contours enclosed the given densities. This lowers $\alpha$ by $0.3\%$; Eq.~\eqref{eq:nodes} does not include the Dresselhaus terms, which at the same densities move the $j=1$ node down by about $0.4\%$ (by $1.4\%$ for the linear part alone). In the same well the second orbital subband lies $140$ meV above the first, beyond the Fermi energy of $96$ meV, so one occupied subband is consistent. A symmetric well has no Rashba term and serves here only for sizes: with a barrier mass of $0.075\,m_e$ and the self-consistent field of one-sided doping, the spacing drops to about $127$ meV, still above $E_F$, and $\beta$ rises by about $5\%$. When $\alpha$ is obtained from the densities with these parameters, the meaning of the quoted mass and the accuracy of the densities matter far more than the Dresselhaus term.

All numerical values are calculated from the stated model.
